# Knudsen filling time of a deep closed hole for trimethylaluminium vapour: test program

```python
"""Slowest Knudsen-diffusion time of a closed cylindrical hole.

Result under test: tau = 4 L^2/(pi^2 D), D = d v/3, v = sqrt(8 kB T/(pi m)),
for depth L, diameter d, molecular mass m, temperature T and mean speed v.
Walls re-emit molecules at once, with cosine directions and wall temperature.
The program also sizes finite length, gas collisions, molecular size, dimers,
reversible adsorption and permanent adsorption. Calculations are in SI units
or in the scaled units named in each function.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal

# Inputs
diameter = 100e-9
depth = 10e-6
temperature = 473.0
weight_al, weight_c, weight_h = 26.982, 12.011, 1.008
molar_weight = weight_al + 3 * weight_c + 9 * weight_h
mass = molar_weight * const.atomic_mass
thermal_energy = const.k * temperature
torr = const.atm / 760

# Derived formulas
mean_speed = np.sqrt(8 * thermal_energy / (np.pi * mass))
flight_time = diameter / mean_speed
diffusivity = diameter * mean_speed / 3
tau = 4 * depth**2 / (np.pi**2 * diffusivity)
time_99 = tau * np.log(800 / np.pi**2)

# Speed average over molecules leaving a wall; u = speed/sqrt(2 kB T/m)
flux_norm = quad(lambda u: u**3 * np.exp(-u*u), 0, np.inf)[0]
inverse_u = quad(lambda u: u**2 * np.exp(-u*u), 0, np.inf)[0] / flux_norm
inverse_speed = inverse_u / np.sqrt(2 * thermal_energy / mass)
assert abs(inverse_speed * mean_speed - 1) < 1e-8

# Ray tracing across a cylinder of unit diameter, by Gauss quadrature
nodes, weights = np.polynomial.legendre.leggauss(120)
alpha = (nodes + 1) * np.pi / 2
phi = nodes * np.pi / 2
A, P = np.meshgrid(alpha, phi, indexing="ij")
area_weight = np.outer(weights, weights) * (np.pi / 2)**2
normal = np.sin(A) * np.cos(P)
tangent = np.sin(A) * np.sin(P)
axial = np.cos(A)
emission = area_weight * normal * np.sin(A) / np.pi
chord = normal / (normal**2 + tangent**2)
mean_chord = np.sum(emission * chord)
mean_square_step = np.sum(emission * (chord * axial)**2)
assert abs(np.sum(emission) - 1) < 1e-8
assert abs(mean_chord - 1) < 1e-8
assert abs(mean_square_step - 2 / 3) < 1e-8
hop_diffusivity = (mean_square_step * diameter**2
                   / (2 * mean_chord * diameter * inverse_speed))
assert abs(hop_diffusivity / diffusivity - 1) < 1e-7

# Diffusion in a hole of unit depth and unit diffusivity, by finite differences
cells = 400
diagonal = np.full(cells, 2.0)
diagonal[0], diagonal[-1] = 3.0, 1.0
rates, modes = eigh_tridiagonal(diagonal * cells**2,
                                -np.ones(cells - 1) * cells**2)
assert abs(rates[0] / (np.pi**2 / 4) - 1) < 1e-4
assert abs(rates[1] / rates[0] - 9) < 1e-3


def missing_fraction(time_over_tau):
    """Missing gas fraction of an initially empty hole, from the grid."""
    scaled_time = time_over_tau * 4 / np.pi**2
    return np.sum(modes.sum(axis=0)**2 * np.exp(-rates * scaled_time)) / cells


odd = 2 * np.arange(50) + 1
for ratio in (0.1, 1.0):
    series = np.sum(8 / (np.pi * odd)**2 * np.exp(-odd**2 * ratio))
    assert abs(missing_fraction(ratio) - series) < 1e-4
assert abs(missing_fraction(time_99 / tau) - 0.01) < 1e-4


def step_probability(z):
    """Probability of an axial step between 0 and z, unit diameter."""
    root = np.sqrt(1 + z*z)
    return z - root + 0.5 / root + 0.5


def step_integral(z):
    """Integral of step_probability from zero, continued as an even function."""
    z = np.abs(z)
    return z / 2 * (1 - 1 / (z + np.sqrt(1 + z*z)))


# Check the step law against direct integration over emission directions
for limit in (0.3, 0.7, 2.0):
    def azimuth_part(angle):
        lowest = np.arctan2(np.cos(angle), limit)
        inner = quad(lambda a: np.sin(a)**2, lowest, np.pi / 2)[0]
        return np.cos(angle) * inner / np.pi
    direct = quad(azimuth_part, -np.pi / 2, np.pi / 2)[0]
    assert abs(direct - step_probability(limit)) < 1e-7
    integral = quad(step_probability, 0, limit)[0]
    assert abs(integral - step_integral(limit)) < 1e-9


def ring_decay_rate(aspect, rings_per_diameter):
    """Slowest decay per mean flight time; open mouth and mirror bottom."""
    h = 1 / rings_per_diameter
    x = (np.arange(aspect * rings_per_diameter) + 0.5) * h

    def transfer(z):
        return (step_integral(z + h) - 2 * step_integral(z)
                + step_integral(z - h)) / h
    matrix = transfer(x[:, None] - x[None, :])
    matrix += transfer(2 * aspect - x[:, None] - x[None, :])
    last = len(x) - 1
    largest = eigh(matrix, eigvals_only=True, subset_by_index=[last, last])[0]
    return 1 - largest


def ring_time(aspect):
    """Decay time in mean flight times, extrapolated in squared ring width."""
    coarse = ring_decay_rate(aspect, 5)
    fine = ring_decay_rate(aspect, 10)
    return 3 / (4 * fine - coarse)


aspect_ratio = int(round(depth / diameter))
tau_ring = ring_time(aspect_ratio) * flight_time
excess_long = tau_ring / tau - 1
short_aspect = 25
tau_short = 4 * (short_aspect * diameter)**2 / (np.pi**2 * diffusivity)
excess_short = ring_time(short_aspect) * flight_time / tau_short - 1
# Finite-length corrections are of order diameter/depth, with a logarithm
assert abs(excess_long) < 0.05
assert abs(excess_long) < abs(excess_short)

# Gas collisions, molecular size and dimers
molecule_diameter = 0.6e-9
total_pressure = 1.0 * torr
free_path = thermal_energy / (np.sqrt(2) * np.pi * molecule_diameter**2
                              * total_pressure)
collision_excess = diameter / free_path
size_excess = diameter / (diameter - molecule_diameter) - 1
tau_dimer = tau * np.sqrt(2)

# Reversible adsorption: compare with a coupled gas and wall population
attempt_rate = 1e13
binding_ev = 0.5
stay = np.exp(binding_ev * const.e / thermal_energy) / attempt_rate
slowing = 1 + stay / flight_time
doubling_ev = thermal_energy / const.e * np.log(attempt_rate * flight_time)
hit_rate, leave_rate = 1 / flight_time, 1 / stay
exchange = np.array([[-1 / tau - hit_rate, leave_rate],
                     [hit_rate, -leave_rate]])
slow_rate = -np.max(np.linalg.eigvals(exchange).real)
assert abs(1 / (slow_rate * tau * slowing) - 1) < 1e-3

# Permanent adsorption
site_density = 4e18
precursor_pressure = 0.1 * torr
gas_density = precursor_pressure / thermal_energy
capacity_ratio = 4 * site_density / (diameter * gas_density)
saturation_time = capacity_ratio * depth**2 / (2 * diffusivity)


def front_arrival(beta, n=40):
    """Time to saturate a unit hole whose bare sites trap all arriving gas."""
    h = 1 / n
    dt = 0.3 * h*h
    content = np.zeros(n)
    flux = np.zeros(n + 1)
    elapsed = 0.0
    while content[-1] < beta:
        gas = np.maximum(content - beta, 0)
        flux[0] = 2 * (1 - gas[0]) / h
        flux[1:-1] = (gas[:-1] - gas[1:]) / h
        content += dt * (flux[:-1] - flux[1:]) / h
        elapsed += dt
    return elapsed


test_beta = 20.0
front_ratio = front_arrival(test_beta) / (test_beta / 2)
# Gas stored behind the front gives a correction of order 1/beta
assert abs(front_ratio - 1) < 0.03

# The stated value, to its two quoted digits
assert abs(tau * 1e6 - 3.3) < 0.05

atomic_time = const.physical_constants["atomic unit of time"][0]
print(f"Hole diameter: {diameter*1e9:.0f} nm")
print(f"Hole depth: {depth*1e9:.0f} nm")
print(f"Depth/diameter: {aspect_ratio:d}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_energy/const.e:.5f} eV")
print(f"Molecular mass: {molar_weight:.3f} u")
print(f"Mean speed: {mean_speed:.1f} m/s")
print(f"Mean chord/diameter, quadrature: {mean_chord:.6f}")
print(f"Mean squared step/diameter^2, quadrature: {mean_square_step:.6f}")
print(f"Mean flight time: {flight_time*1e9:.4f} ns")
print(f"Knudsen diffusivity: {diffusivity*1e4:.4f} cm2/s")
print(f"Slowest diffusion time tau: {tau*1e6:.3f} us")
print(f"tau in atomic units: {tau/atomic_time:.4e} a.u.")
print(f"Second-mode time: {tau*1e6/9:.3f} us")
print(f"Grid rate ratio, second/first mode: {rates[1]/rates[0]:.4f}")
print(f"Missing gas fraction at tau: {missing_fraction(1.0):.4f}")
print(f"99% filling time: {time_99*1e6:.2f} us")
print(f"Ring-calculation decay time: {tau_ring*1e6:.3f} us")
print(f"Ring excess over tau, this hole: {100*excess_long:.2f} %")
print(f"Short test hole depth/diameter: {short_aspect:d}")
print(f"Ring excess over tau, short hole: {100*excess_short:.2f} %")
print(f"Rough molecular diameter: {molecule_diameter*1e9:.1f} nm")
print(f"Total pressure: {total_pressure/torr:.1f} Torr")
print(f"Estimated mean free path: {free_path*1e9:.0f} nm")
print(f"Estimated increase from gas collisions: {100*collision_excess:.2f} %")
print(f"Estimated increase from molecular size: {100*size_excess:.2f} %")
print(f"tau for a vapour wholly of dimers: {tau_dimer*1e6:.2f} us")
print(f"Rough attempt frequency: {attempt_rate:.0e} 1/s")
print(f"Binding energy that doubles tau: {doubling_ev:.3f} eV")
print(f"Illustrative binding energy: {binding_ev:.2f} eV")
print(f"Wall stay at that energy: {stay*1e9:.1f} ns")
print(f"Slowing factor at that energy: {slowing:.1f}")
print(f"tau with that reversible adsorption: {tau*slowing*1e6:.0f} us")
print(f"Rough wall site density: {site_density*1e-18:.1f} 1/nm2")
print(f"Precursor pressure: {precursor_pressure/torr:.2f} Torr")
print(f"Wall/gas capacity ratio: {capacity_ratio:.3e}")
print(f"Wall saturation time: {saturation_time:.3f} s")
print(f"Saturation time/tau: {saturation_time/tau:.3e}")
print(f"Capacity ratio in front test: {test_beta:.0f}")
print(f"Front test, simulated/formula time: {front_ratio:.4f}")
print("verified")
```

Printed output:

```
Hole diameter: 100 nm
Hole depth: 10000 nm
Depth/diameter: 100
Temperature: 473 K
Thermal energy: 0.04076 eV
Molecular mass: 72.087 u
Mean speed: 372.7 m/s
Mean chord/diameter, quadrature: 1.000000
Mean squared step/diameter^2, quadrature: 0.666667
Mean flight time: 0.2683 ns
Knudsen diffusivity: 0.1242 cm2/s
Slowest diffusion time tau: 3.262 us
tau in atomic units: 1.3486e+11 a.u.
Second-mode time: 0.362 us
Grid rate ratio, second/first mode: 8.9999
Missing gas fraction at tau: 0.2982
99% filling time: 14.34 us
Ring-calculation decay time: 3.372 us
Ring excess over tau, this hole: 3.38 %
Short test hole depth/diameter: 25
Ring excess over tau, short hole: 11.74 %
Rough molecular diameter: 0.6 nm
Total pressure: 1.0 Torr
Estimated mean free path: 30625 nm
Estimated increase from gas collisions: 0.33 %
Estimated increase from molecular size: 0.60 %
tau for a vapour wholly of dimers: 4.61 us
Rough attempt frequency: 1e+13 1/s
Binding energy that doubles tau: 0.322 eV
Illustrative binding energy: 0.50 eV
Wall stay at that energy: 21.3 ns
Slowing factor at that energy: 80.2
tau with that reversible adsorption: 262 us
Rough wall site density: 4.0 1/nm2
Precursor pressure: 0.10 Torr
Wall/gas capacity ratio: 7.837e+04
Wall saturation time: 0.315 s
Saturation time/tau: 9.669e+04
Capacity ratio in front test: 20
Front test, simulated/formula time: 1.0162
verified
```
